# Built-in Field from Franz-Keldysh Extrema by Airy Asymptotics

An undoped semiconductor layer carries a uniform electric field \(F\). Its reflectance is recorded with the field present and again with the field removed by modulation, and the relative difference \(\Delta R/R\) oscillates at photon energies above the gap. The problem is to find what these oscillations say about \(F\).

**Model and conventions.** The gap \(E_g\) is direct and allowed, the bands are parabolic in three dimensions, and one hole band contributes. The reduced electron-hole mass along the field is \(\mu\), across it \(\mu_\perp\). The attraction between electron and hole is neglected. The photon energy is \(E\), and \(u=E-E_g\). The permittivity is \(\varepsilon=\varepsilon_1+i\varepsilon_2\) with \(\varepsilon_2>0\) for absorption, and a broadening \(\Gamma\ll E\) enters as \(u\to u+i\Gamma\).

Light creates the electron and hole at the same point. With a constant momentum matrix element, the resonant permittivity is therefore

\[
\varepsilon_{\rm res}(E)=\frac{K}{E^2}\,\langle \mathbf r=0|(H-u-i\Gamma)^{-1}|\mathbf r=0\rangle ,\qquad
H=\frac{p_z^2}{2\mu}+\frac{p_\perp^2}{2\mu_\perp}+eFz ,
\]

where \(\mathbf r\) is the relative coordinate and \(K\) is a constant. For \(\Gamma\to0\) the imaginary part is \(\pi K/E^2\) times the density of pair states at contact, as the golden rule requires.

## (a) Motion along the field

*Find the natural energy unit, and the contact Green function of the motion along \(z\), with and without field.*

**Solution.** Choose a length \(\ell\) for which the kinetic and potential scales agree:

\[
\frac{\hbar^2}{2\mu\ell^2}=eF\ell\equiv\hbar\theta
\quad\Rightarrow\quad \ell^3=\frac{\hbar^2}{2\mu eF},\qquad
(\hbar\theta)^3=(eF\ell)^3=\frac{e^2\hbar^2F^2}{2\mu}.
\]

Measure \(z\) in \(\ell\) and energies in \(\hbar\theta\), and put \(x=u/\hbar\theta\), \(\gamma=\Gamma/\hbar\theta\), \(X=x+i\gamma\). The Green function obeys

\[
\left(-\frac{d^2}{dz^2}+z-X\right)G(z)=\delta(z).
\]

Away from \(z=0\) the solutions are Airy functions of \(z-X\). On the uphill side, \(z\to+\infty\), the decaying one is \(\mathrm{Ai}\). On the downhill side the wave must run away from the origin. For large \(s\), with \(\sigma=\tfrac23s^{3/2}\),

\[
\mathrm{Bi}(-s)+i\,\mathrm{Ai}(-s)\approx\frac{-\sin(\sigma-\frac{\pi}{4})+i\cos(\sigma-\frac{\pi}{4})}{\sqrt\pi\,s^{1/4}}
=\frac{i\,e^{i(\sigma-\pi/4)}}{\sqrt\pi\,s^{1/4}} .
\]

Here \(s=X-z\) has a positive imaginary part, so this wave decays downhill, as required. Call \(f=\mathrm{Bi}+i\mathrm{Ai}\) and \(\eta=-X\). Continuity at the origin gives

\[
G=A\,\mathrm{Ai}(z+\eta)f(\eta)\ (z>0),\qquad G=A\,\mathrm{Ai}(\eta)f(z+\eta)\ (z<0).
\]

Integrating the equation across \(z=0\) gives \(G'(0^-)-G'(0^+)=1\), that is \(A(\mathrm{Ai}f'-\mathrm{Ai}'f)=1\). The bracket is the Wronskian \(1/\pi\), because the added \(i\mathrm{Ai}\) does not change it. Hence \(A=\pi\) and

\[
g\equiv G(0)=\pi\,\mathrm{Ai}(\eta)\,[\mathrm{Bi}(\eta)+i\,\mathrm{Ai}(\eta)] .
\]

Without field, in the same units, \(G=\dfrac{i}{2\sqrt X}e^{i\sqrt X|z|}\). Its slope jumps by \(2(i\sqrt X)\,i/(2\sqrt X)=-1\), as it should. Thus \(g_0=i/(2\sqrt X)\), with the root in the upper half-plane.

## (b) The change of permittivity

*Include the transverse motion and obtain \(\Delta\varepsilon=\varepsilon(F)-\varepsilon(0)\) in closed form. What happens below the gap?*

**Solution.** Transverse kinetic energy \(w\hbar\theta\) leaves \(x-w\) for the motion along \(z\). The transverse density of states is constant, \(d^2k/(2\pi)^2=(\mu_\perp/2\pi\hbar^2)\,\hbar\theta\,dw\). The one-dimensional Green function in ordinary units is \(g/(\hbar\theta\,\ell)\), and \(1/\ell=\sqrt{2\mu\hbar\theta}/\hbar\). The factors \(\hbar\theta\) from \(dw\) and from \(g\) cancel, so

\[
\Delta\varepsilon=\frac{C\sqrt{\hbar\theta}}{E^2}\,\Phi,\qquad
\Phi=\int_{-\infty}^{x}(g-g_0)\,dx',\qquad C=\frac{K\mu_\perp\sqrt{2\mu}}{2\pi\hbar^3}.
\]

The integral is taken at fixed \(\gamma\). Subtracting \(g_0\) removes the part that diverges at large \(w\).

To integrate \(g\), consider \(P(\eta)=\mathrm{Ai}'f'-\eta\,\mathrm{Ai}f\). Since \(\mathrm{Ai}''=\eta\mathrm{Ai}\) and \(f''=\eta f\),

\[
\frac{dP}{d\eta}=\eta\mathrm{Ai}f'+\eta\mathrm{Ai}'f-\mathrm{Ai}f-\eta\mathrm{Ai}'f-\eta\mathrm{Ai}f'=-\mathrm{Ai}f .
\]

With \(\eta=-X\) this means \(d(\pi P)/dX=g\). Also \(d(i\sqrt X)/dX=g_0\). Far below the gap, \(\eta\to+\infty\), the leading Airy forms give \(\pi P\to-\tfrac12\sqrt\eta-\tfrac12\sqrt\eta=-\sqrt\eta\), and \(i\sqrt X\to i\cdot i\sqrt\eta=-\sqrt\eta\). The corrections vanish as \(\eta^{-5/2}\), because those of order \(1/\eta\) cancel in the products, so there is no integration constant:

\[
\Phi=\pi\left[\mathrm{Ai}'(\mathrm{Bi}'+i\mathrm{Ai}')-\eta\,\mathrm{Ai}(\mathrm{Bi}+i\mathrm{Ai})\right]-i\sqrt X .
\]

At zero field the same constant \(C\) gives \(\varepsilon_2=C\sqrt u/E^2\) above the gap.

Below the gap, with \(\gamma=0\), the absorptive part is \(\pi\int_\eta^\infty\mathrm{Ai}^2d\eta'\). Using \(\mathrm{Ai}^2\approx e^{-\frac43\eta^{3/2}}/(4\pi\sqrt\eta)\), whose exponent has slope \(-2\sqrt\eta\), one finds

\[
\mathrm{Im}\,\Phi\approx\frac{1}{8\eta}\,e^{-\frac43\eta^{3/2}} .
\]

This is absorption assisted by tunnelling. It falls smoothly and has no oscillations. The real part behaves differently: \(\mathrm{Re}\,\Phi\) is \(-0.36\) at the gap, changes sign near \(\eta=0.4\), passes through one maximum near \(\eta=0.8\) and then falls only as \(\eta^{-5/2}/32\). The reflectance can therefore still show one extremum just below the gap.

## (c) The wave above the gap

*Find the leading form of \(\Phi\) for \(x\gg1\), \(\gamma=0\), keeping enough of the Airy phase for a later correction.*

**Solution.** Write \(\mathrm{Ai}(-x)=M\cos\vartheta\) and \(\mathrm{Bi}(-x)=-M\sin\vartheta\). The Wronskian gives \(\vartheta'=1/(\pi M^2)\). The combination \(Me^{i\vartheta}\) satisfies \(y''+xy=0\), whose part in phase with \(e^{i\vartheta}\) is

\[
M''+xM=\frac{1}{\pi^2M^3}.
\]

At leading order \(M=\pi^{-1/2}x^{-1/4}\). Insert \(M=\pi^{-1/2}x^{-1/4}(1+d)\) with small \(d\). Then \(M''\approx\frac{5}{16}\pi^{-1/2}x^{-9/4}\), while \(xM-1/(\pi^2M^3)\approx4d\,\pi^{-1/2}x^{3/4}\). Therefore \(d=-\frac{5}{64}x^{-3}\), and

\[
\pi M^2\approx x^{-1/2}\left(1-\frac{5}{32x^3}\right),\qquad
\vartheta'\approx x^{1/2}\left(1+\frac{5}{32x^3}\right).
\]

Let \(\zeta=\tfrac23x^{3/2}\). Integration, with the constant \(-\pi/4\) from the leading Airy form, gives

\[
\vartheta\approx\zeta-\frac\pi4-\frac{5}{48x^{3/2}}=\zeta-\frac\pi4-\frac{5}{72\zeta}.
\]

Now \(g=\pi M^2\cos\vartheta\,(-\sin\vartheta+i\cos\vartheta)=i\pi M^2\cos\vartheta\,e^{i\vartheta}=\frac{i\pi M^2}{2}(1+e^{2i\vartheta})\), so

\[
\frac{d\Phi}{dx}=\frac i2\left(\pi M^2-\frac1{\sqrt x}\right)+\frac{i\pi M^2}{2}e^{2i\vartheta}.
\]

The first term is about \(-\frac{5i}{64}x^{-7/2}\). In the second, \(e^{-i\pi/2}=-i\), and the leading derivative is \(e^{2i\zeta}/(2\sqrt x)\). Inserting the leading Airy forms into the closed expression shows that \(\Phi\to0\) at large \(x\). Since \(d(2\zeta)/dx=2\sqrt x\), one integration by parts gives

\[
\Phi\approx-\int_x^\infty\frac{e^{2i\zeta'}}{2\sqrt{x'}}dx'\approx-\frac{i}{4x}\,e^{2i\zeta}.
\]

The relative error is of order \(1/\zeta\). Numerically it is 0.121, 0.043 and 0.020 at \(x=3\), 6 and 12. Multiplied by \(\zeta\), these errors are 0.42, 0.42 and 0.55. They need not approach a constant: the non-oscillating derivative integrates to \(ix^{-5/2}/32\), which is also smaller than the wave by a factor of order \(1/\zeta\), and its phase relative to the wave keeps changing.

## (d) Meaning of the phase, and broadening

*Interpret \(2\zeta\), and find how broadening changes the wave.*

**Solution.** A pair created with energy \(u\) moving uphill turns at \(z_t=u/(eF)\). Its phase for the way there and back is

\[
2\int_0^{z_t}\frac{\sqrt{2\mu(u-eFz)}}{\hbar}\,dz
=\frac{4\sqrt{2\mu}\,u^{3/2}}{3\hbar eF}
=\frac43\left(\frac{u}{\hbar\theta}\right)^{3/2}=2\zeta ,
\]

because \((\hbar\theta)^{3/2}=e\hbar F/\sqrt{2\mu}\). The oscillation is the interference of the returning wave with the newly created one.

With broadening, expand the phase for \(\gamma\ll x\):

\[
\frac43(x+i\gamma)^{3/2}\approx2\zeta+2i\gamma\sqrt x-\frac{\gamma^2}{2\sqrt x}.
\]

The exponential is damped by \(e^{-2\gamma\sqrt x}\), and its real phase changes only at second order in \(\gamma\). The prefactor, now \(1/(4X)\), adds a small phase of about \(-\gamma/x\) to the wave; its effect on the extrema is found in part (e). The round-trip time is \(T=\hbar\,d(2\zeta)/du=2\hbar\sqrt u/(\hbar\theta)^{3/2}\), so the damping is \(e^{-\Gamma T/\hbar}\): pairs that lose coherence before returning do not contribute. For \(\gamma=0.187\) and \(x=8\) the formula gives 0.347, against 0.344 from the full Airy expression.

## (e) Extrema of the reflectance

*For a bare surface at normal incidence, find \(\Delta R/R\) to first order in \(\Delta\varepsilon\), and the condition for its extrema.*

**Solution.** With \(n=\sqrt\varepsilon\) and \(r=(1-n)/(1+n)\),

\[
\frac{d\ln r}{dn}=-\frac1{1-n}-\frac1{1+n}=\frac{2}{\varepsilon-1},\qquad \frac{dn}{d\varepsilon}=\frac1{2n}.
\]

Since \(R=|r|^2\), \(\Delta R/R=2\,\mathrm{Re}(\Delta\ln r)\), and hence

\[
\frac{\Delta R}{R}=\mathrm{Re}\,[s\,\Delta\varepsilon],\qquad s=\frac{2}{\sqrt\varepsilon(\varepsilon-1)}=|s|e^{-i\psi}.
\]

Insert the damped wave and use \(\sqrt{\hbar\theta}/(4x)=(\hbar\theta)^{3/2}/(4u)\) and \(\mathrm{Re}(-ie^{i\varphi})=\sin\varphi\):

\[
\frac{\Delta R}{R}\approx\frac{|s|\,C(\hbar\theta)^{3/2}}{4uE^2}\,
e^{-2\Gamma\sqrt u/(\hbar\theta)^{3/2}}
\sin\!\left[\frac43\left(\frac{u}{\hbar\theta}\right)^{3/2}-\psi\right].
\]

For the extrema, first hold \(s\) and \(E^2\) fixed and set \(\gamma=0\). The derivative from part (c) gives \(\mathrm{Re}[i\,e^{i(2\vartheta-\psi)}]=0\), with a neglected term of relative size \(x^{-3}\), or \(\zeta^{-2}\). Thus \(2\vartheta-\psi=m\pi\) with integer \(m\), and

\[
2\zeta_m=\left(m+\tfrac12\right)\pi+\psi+\frac{5}{36\zeta_m}+O(\zeta_m^{-2}).
\]

The correction is already small at \(x=2\), but it grows towards the gap. For four values of \(\psi\) and \(x\) between 2 and 14, the largest phase error is 0.055 rad without it and 0.015 rad with it.

A slowly varying factor \(W\) moves an extremum in phase by about \(W'/(W\varphi')\), where \(\varphi=2\zeta\). For the damping factor this is \((-\gamma/\sqrt x)/(2\sqrt x)=-\gamma/(2x)\). The prefactor \(1/(x+i\gamma)\) has the phase \(-\gamma/x\), which was left out of the sine above and moves the extremum by \(+\gamma/x\). To first order in \(\gamma\), these add up to a shift of \(+\gamma/(2x)\). The second-order phase \(-\gamma^2/(2\sqrt x)\) from part (d) moves the extremum by a further \(+\gamma^2/(2\sqrt x)\). At \(x=2.4\) with \(\gamma=0.187\) the two shifts are 0.039 and 0.011 rad, together about \(+0.05\) rad. The phase \(\psi\) may vary with energy provided that \(|d\psi/dE|\ll2\sqrt u/(\hbar\theta)^{3/2}\).

## (f) From the plot to the field

*Which plot of the extrema is straight, and how does it give \(F\)? Apply it to a model spectrum.*

**Solution.** Drop the small correction and solve for the energy offset:

\[
u_m^{3/2}=\frac34(\hbar\theta)^{3/2}\left[\left(m+\tfrac12\right)\pi+\psi\right].
\]

Maxima and minima are numbered consecutively. The plot of \(u^{3/2}\) against the number is a straight line of slope

\[
S=\frac{3\pi}{4}(\hbar\theta)^{3/2}=\frac{3\pi}{4}\frac{e\hbar F}{\sqrt{2\mu}}
\quad\Rightarrow\quad
F=\frac{4S\sqrt{2\mu}}{3\pi e\hbar}.
\]

Here \(S\) is in \(\mathrm{J^{3/2}}\). Starting the numbering elsewhere moves the intercept and leaves the slope unchanged, so neither \(\psi\) nor the true \(m\) is needed.

The model has \(E_g=1.40\) eV, \(\mu=0.05\,m_e\), \(\Gamma=5\) meV, a background permittivity of 13 and \(C=6\ \mathrm{eV^{3/2}}\). The field is 50 kV/cm, for which \(\hbar\theta=26.7\) meV. The reflectance is computed from the full Fresnel formula and the full Airy expression, with and without field. Extrema are taken from \(u=1.5\,\hbar\theta\) up to 0.25 eV. Five of the eleven are:

| No. | \(E\) (eV) | \(u^{3/2}\) (eV\(^{3/2}\)) | \(\Delta R/R\) |
|---|---|---|---|
| 1 | 1.4636 | 0.01602 | \(-1.14\times10^{-3}\) |
| 2 | 1.4883 | 0.02622 | \(+7.6\times10^{-4}\) |
| 5 | 1.5482 | 0.05705 | \(-3.5\times10^{-4}\) |
| 8 | 1.5977 | 0.08790 | \(+2.2\times10^{-4}\) |
| 11 | 1.6416 | 0.11876 | \(-1.5\times10^{-4}\) |

The energies crowd together, while \(u^{3/2}\) rises by nearly equal steps. The fit to all eleven gives \(S=0.010279\ \mathrm{eV^{3/2}}\), which is \(6.592\times10^{-31}\ \mathrm{J^{3/2}}\). With \(\sqrt{2\mu}=3.018\times10^{-16}\ \mathrm{kg^{1/2}}\),

\[
F=\frac{4(6.592\times10^{-31})(3.018\times10^{-16})}{3\pi(1.602\times10^{-19})(1.055\times10^{-34})}\ \frac{\mathrm V}{\mathrm m}
\approx5.0\times10^{6}\ \frac{\mathrm V}{\mathrm m}=50\ \frac{\mathrm{kV}}{\mathrm{cm}}.
\]

The unrounded fit gives 49.97 kV/cm. Spectra made with 30 and 80 kV/cm return 29.99 and 79.93 kV/cm. These small differences measure the error of the evaluation on noise-free model data, not the accuracy of an experiment.

The first extremum kept has \(m=1\), so here the number equals \(m\) and intercept divided by slope should be \(\tfrac12+\psi/\pi\). With \(\psi=0.118\) rad at \(u=0.15\) eV this is 0.537; the fit gives 0.552. The difference, about 0.05 rad in phase, is the net of opposing effects. With \(\psi\) held fixed, the corrections in part (e) alone raise the ratio to about 0.566. The growth of \(\psi\) from 0.086 to 0.133 rad over the fitted range and the factor \(1/E^2\) lower it again.

## (g) When the plot gives a different field

*Find the effect of a wrong gap, of a wrong mass, and of a modulation that changes the field from \(F_1\) to \(F_2\neq0\). When is the result the built-in field?*

**Solution.** If the gap is set too high by \(\delta\), the plotted quantity is \((u-\delta)^{3/2}\). Its slope relative to the correct plot is

\[
\frac{d(u-\delta)^{3/2}}{d(u^{3/2})}=\frac{\frac32\sqrt{u-\delta}}{\frac32\sqrt u}=\sqrt{1-\frac{\delta}{u}} .
\]

The plot bends, most strongly near the gap. For \(\delta=10\) meV the slope ratio is 0.93 for the first pair of extrema and 0.98 for the last. A straight-line fit then gives 48.3 kV/cm, 3.4% below the field found with the correct gap. Curvature near the gap is thus a warning that \(E_g\) may be wrong.

The mass enters as \(F\propto\sqrt\mu\): a mass 10% too large makes the field about 5% too large. If two hole bands contribute, their different masses give two periods, and the sum beats. A single line through all extrema is then not justified.

For partial modulation, the signal is the difference of two waves with phases \(\varphi_i=4\sqrt{2\mu}\,u^{3/2}/(3e\hbar F_i)\). If their amplitudes are nearly equal,

\[
e^{i\varphi_1}-e^{i\varphi_2}=-2i\sin\!\left(\frac{\varphi_2-\varphi_1}{2}\right)e^{i(\varphi_1+\varphi_2)/2}.
\]

The carrier has the mean phase, proportional to \(\frac12(1/F_1+1/F_2)\). For neighbouring fields the slope therefore gives approximately the harmonic mean

\[
F_h=\frac{2F_1F_2}{F_1+F_2}.
\]

This holds while \(|\varphi_2-\varphi_1|<2\pi\); at \(2\pi\) the sine vanishes and the carrier changes sign. For 50 and 45 kV/cm, \(F_h=47.4\) kV/cm, and the computed plot gives 47.5 kV/cm. The agreement is approximate because the two amplitudes differ and the sine is itself a varying factor.

There are two limits. As \(F_2\to0\), the second wave disappears, since its amplitude is proportional to \(F_2\) and its damping exponent to \(1/F_2\); the plot gives \(F_1\). As \(F_2\to F_1\), the plot again gives \(F_1\), but the sine becomes a factor proportional to \(u^{3/2}\). Before damping, the signal then grows as \(u^{3/2}/u=\sqrt u\) instead of falling as \(1/u\), apart from the optical factors.

In both limits the plot reports \(F_1\), the field in the unmodulated part of the cycle. It is the built-in field in the dark if no bias is applied in that part and the photovoltage then present, from the probe or left over from modulating light, is negligible. The field must also be uniform over the region that produces the signal, since otherwise no single \(\hbar\theta\) describes the spectrum. Finally, the bands must be nearly parabolic over the fitted range. In real semiconductors the mass usually grows with energy; the phase then grows faster than \(u^{3/2}\), and the plot, read with the mass at the band edge, gives too small a field. If \(u(1+\alpha u)=\hbar^2k^2/2\mu\), the local slope is lowered by about \(\alpha u/2\), which is 3% for \(\alpha=0.4\ \mathrm{eV^{-1}}\) at \(u=0.15\) eV and far exceeds the evaluation error found in part (f). The neglected electron-hole attraction is also not small for the model parameters: at the distance \(\ell=5.3\) nm it amounts to about \(0.8\,\hbar\theta\). It adds a phase that varies with energy, so it can change the slope as well as the intercept. The computed extrema and fits are listed in the numerical output below.

## Numbers as computed

```
gap: 1.400 eV; reduced mass: 0.050 m_e
broadening: 5.0 meV; field: 50.0 kV/cm
background permittivity: 13.0
absorption strength: 6.0 eV^(3/2)
electro-optic energy: 26.707 meV
reduced broadening gamma: 0.1872
Airy values, real call against mpmath: 1.8e-15
Airy values, negative-zero complex call: 1.6e+00
Green function, largest difference: 1.2e-05
transverse integral, largest difference: 6.3e-06
x=3: asymptotic rel. error 0.1210, times zeta 0.419
x=6: asymptotic rel. error 0.0432, times zeta 0.423
x=12: asymptotic rel. error 0.0198, times zeta 0.549
extrema, largest phase error, simple law: 0.0545 rad
extrema, largest phase error, corrected: 0.0150 rad
action at u=0.15 eV: 17.7472 rad; Airy phase: 17.7472 rad
damping at x=8: actual 0.3441, formula 0.3468
number, photon energy (eV), u (eV), u^(3/2) (eV^(3/2)), dR/R
 1  1.46355  0.06355  0.016019  -1.14e-03
 2  1.48826  0.08826  0.026222  +7.62e-04
 3  1.51003  0.11003  0.036498  -5.48e-04
 4  1.52981  0.12981  0.046768  +4.32e-04
 5  1.54820  0.14820  0.057054  -3.47e-04
 6  1.56551  0.16551  0.067334  +2.92e-04
 7  1.58196  0.18196  0.077621  -2.47e-04
 8  1.59770  0.19770  0.087904  +2.15e-04
 9  1.61284  0.21284  0.098191  -1.88e-04
10  1.62745  0.22745  0.108475  +1.68e-04
11  1.64161  0.24161  0.118761  -1.49e-04
fitted slope: 0.010279 eV^(3/2) per index
fitted intercept: 0.005679 eV^(3/2)
recovered field: 49.97 kV/cm = 4.997e+06 V/m
intercept/slope: 0.552; expected: 0.537
reflectance phase psi at u=0.15 eV: 0.118 rad
true field 30.0 kV/cm, recovered 29.99 kV/cm
true field 80.0 kV/cm, recovered 79.93 kV/cm
gap set 10 meV too high: field 48.27 kV/cm
first-pair slope ratio: 0.9315; formula 0.9318
last-pair slope ratio: 0.9784; formula 0.9784
modulation 50 to 45 kV/cm: plot gives 47.53 kV/cm
harmonic mean of these fields: 47.37 kV/cm
```
